# Low-angle grain boundaries in fibre-textured and random cubic films: a numerical check

```python
"""
Result under test: share of grain boundaries with disorientation below 15 deg
in a cubic film whose neighbouring grains have independent orientations.
  perfect (111) fibre texture: P = theta/60 deg              -> 1/4
  random texture:              P = 24 (theta - sin theta)/pi -> about 0.023
theta: limiting angle (radians in the second formula, valid up to 45 deg).
Disorientation: smallest rotation angle between two lattices over all
cubic symmetry copies. An orientation matrix maps crystal components to film
components; the film normal is z.
Imperfect film: tilt = standard deviation of the fibre-axis tilt per in-plane
component, r = number fraction of untextured grains, t = fraction of
boundaries that are twins (60 deg about <111>).
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(20240)
LIMIT = 15.0  # deg, conventional low-angle limit

# The 24 proper cubic rotations: signed permutation matrices with det = +1
cubic = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        m = np.zeros((3, 3))
        m[range(3), perm] = signs
        if np.linalg.det(m) > 0:
            cubic.append(m)
cubic = np.array(cubic)


def angle_from_trace(trace):
    return np.degrees(np.arccos(np.clip((trace - 1) / 2, -1, 1)))


def disorientation(a, b):
    """Smallest angle (deg) over the symmetry copies, for stacks of grains."""
    out = np.empty(len(a))
    for i in range(0, len(a), 100000):
        part = slice(i, i + 100000)
        rel = np.matmul(np.swapaxes(a[part], 1, 2), b[part])
        traces = rel.reshape(-1, 9) @ cubic.reshape(24, 9).T
        out[part] = angle_from_trace(traces.max(axis=1))
    return out


def random_grains(n):
    """Uniform rotations by orthogonalizing Gaussian vectors."""
    u = rng.normal(size=(n, 3))
    u /= np.linalg.norm(u, axis=1)[:, None]
    v = rng.normal(size=(n, 3))
    v -= np.sum(u * v, axis=1)[:, None] * u
    v /= np.linalg.norm(v, axis=1)[:, None]
    return np.stack([u, v, np.cross(u, v)], axis=1)


# Reference crystal with [111] along the film normal
upright = np.array([[1, -1, 0] / np.sqrt(2),
                    [1, 1, -2] / np.sqrt(6),
                    [1, 1, 1] / np.sqrt(3)])


def fibre_grains(angles_deg):
    vec = np.zeros((len(angles_deg), 3))
    vec[:, 2] = np.radians(angles_deg)
    return Rotation.from_rotvec(vec).as_matrix() @ upright


def tilt_grains(grains, tilt_deg):
    vec = np.zeros((len(grains), 3))
    vec[:, :2] = np.radians(tilt_deg) * rng.normal(size=(len(grains), 2))
    return Rotation.from_rotvec(vec).as_matrix() @ grains


def fold(phi_deg):
    """Rotation about [111] reduced by the threefold axis, 0 to 60 deg."""
    return np.abs((phi_deg + 60) % 120 - 60)


def p_fibre(theta_deg):
    return theta_deg / 60


def p_random(theta_deg):
    w = np.radians(theta_deg)
    return 24 * (w - np.sin(w)) / np.pi


# --- symmetry group -------------------------------------------------------
assert len(cubic) == 24
element_angles = angle_from_trace(np.trace(cubic, axis1=1, axis2=2))
smallest_gap = element_angles[element_angles > 1].min()
assert abs(smallest_gap - 90) < 1e-6
images = cubic @ np.ones(3)
n_keep = int(np.sum(np.all(images == 1, axis=1)))
n_reverse = int(np.sum(np.all(images == -1, axis=1)))
assert (n_keep, n_reverse) == (3, 3)

# Minimum over 24 products equals the minimum over all 24 x 24 copies
a, b = random_grains(40), random_grains(40)
rel = np.swapaxes(a, 1, 2) @ b
all_traces = np.einsum('iab,nbc,jca->nij', cubic, rel, cubic)
full_minimum = angle_from_trace(all_traces.max(axis=(1, 2)))
assert np.allclose(full_minimum, disorientation(a, b), atol=1e-4)

# --- perfect fibre: scan of the full circle -------------------------------
phi = (np.arange(3600) + 0.5) * 0.1
base = np.repeat(upright[None], len(phi), axis=0)
scan = disorientation(base, fibre_grains(phi))
assert np.allclose(scan, fold(phi), atol=1e-4)
fibre_scan = np.mean(scan < LIMIT)
assert abs(fibre_scan - p_fibre(LIMIT)) < 1e-12
for theta in (5, 30, 45):
    assert abs(np.mean(scan < theta) - p_fibre(theta)) < 1e-12
# Grains with the opposite sense of [111] upward give the same share;
# tolerance: six interval edges may each gain or lose one of 3600 points
flip_axis = np.pi * np.array([np.cos(0.3), np.sin(0.3), 0])
flipped = Rotation.from_rotvec(flip_axis).as_matrix() @ fibre_grains(phi)
flipped_share = np.mean(disorientation(base, flipped) < LIMIT)
assert abs(flipped_share - p_fibre(LIMIT)) < 0.002

# --- random texture: sampled pairs ----------------------------------------
n_pairs = 1000000
a, b = random_grains(n_pairs), random_grains(n_pairs)
plain_angle = angle_from_trace(np.einsum('nij,nij->n', a, b))
for theta in (40, 90, 140):
    w = np.radians(theta)
    expected = (w - np.sin(w)) / np.pi
    assert abs(np.mean(plain_angle < theta) - expected) < 0.0025
sampled = disorientation(a, b)
del a, b, plain_angle
random_mc = {th: np.mean(sampled < th) for th in (15, 30, 45, 55)}
for theta in (15, 30, 45):  # five standard errors of the sampling
    p = p_random(theta)
    assert abs(random_mc[theta] - p) < 5 * np.sqrt(p * (1 - p) / n_pairs)
assert p_random(55) - random_mc[55] > 0.05  # balls overlap beyond 45 deg
cubic_law = 4 * np.radians(LIMIT) ** 3 / np.pi
assert abs(cubic_law / p_random(LIMIT) - 1) < 0.01

# --- bamboo line: counts and spacings along a chain of grains -------------
line_nm, grain_nm = 10000.0, 50.0
n_bound = round(line_nm / grain_nm) - 1


def line_statistics(p):
    return n_bound * p, np.sqrt(n_bound * p * (1 - p)), grain_nm / (1 - p)


def check_chain(low, p):
    mean, spread, spacing = line_statistics(p)
    counts = low.reshape(-1, n_bound).sum(axis=1)
    assert abs(counts.mean() - mean) < 5 * spread / np.sqrt(len(counts))
    assert abs(counts.std() / spread - 1) < 0.06  # about 5 standard errors
    measured = grain_nm * np.diff(np.flatnonzero(~low)).mean()
    assert abs(measured / spacing - 1) < 0.005


chain = rng.uniform(0, 360, 10000 * n_bound + 1)
check_chain(fold(np.diff(chain)) < LIMIT, p_fibre(LIMIT))
chain = random_grains(4000 * n_bound + 1)
check_chain(disorientation(chain[:-1], chain[1:]) < LIMIT, p_random(LIMIT))
del chain

# --- imperfect film -------------------------------------------------------
# Combined tilt and in-plane rotation: half-angle cosines multiply
tilted = Rotation.from_rotvec([np.radians(5), 0, 0]).as_matrix()
pair_angle = disorientation(upright[None], tilted @ fibre_grains([10.0]))[0]
half_cos = np.cos(np.radians(2.5)) * np.cos(np.radians(5))
assert abs(pair_angle - 2 * np.degrees(np.arccos(half_cos))) < 1e-4


def p_tilted(tilt_deg):
    """Average over the Rayleigh-distributed angle between fibre axes."""
    if tilt_deg == 0:
        return p_fibre(LIMIT)
    s2 = 2 * tilt_deg ** 2

    def integrand(tau):
        ratio = np.cos(np.radians(LIMIT / 2)) / np.cos(np.radians(tau / 2))
        phi_c = 2 * np.degrees(np.arccos(min(1.0, ratio)))
        return tau / s2 * np.exp(-tau ** 2 / (2 * s2)) * phi_c / 60
    return quad(integrand, 0, LIMIT)[0]


def p_imperfect(tilt_deg, r, t):
    both = (1 - r) ** 2
    return (1 - t) * (both * p_tilted(tilt_deg) + (1 - both) * p_random(LIMIT))


def simulate_imperfect(tilt_deg, r, t, n=300000):
    grains = []
    for _ in range(2):
        g = tilt_grains(fibre_grains(rng.uniform(0, 360, n)), tilt_deg)
        untextured = rng.random(n) < r
        g[untextured] = random_grains(int(untextured.sum()))
        grains.append(g)
    a, b = grains
    twin = Rotation.from_rotvec(np.pi / 3 * np.ones(3) / np.sqrt(3))
    is_twin = rng.random(n) < t
    b[is_twin] = a[is_twin] @ twin.as_matrix()
    return np.mean(disorientation(a, b) < LIMIT)


TILT, R, T = 3.0, 0.10, 0.20
cases = {'tilt only': (TILT, 0, 0), 'untextured grains only': (0, R, 0),
         'twins only': (0, 0, T), 'all three': (TILT, R, T)}
film = {}
for name, values in cases.items():
    film[name] = (p_imperfect(*values), simulate_imperfect(*values))
    # sampling error 0.0008, plus flat-angle treatment of small tilts
    assert abs(film[name][0] - film[name][1]) < 0.004, name

# --- printed numbers ------------------------------------------------------
pf, pr = p_fibre(LIMIT), p_random(LIMIT)
print(f"Low-angle limit: {LIMIT:.0f} deg")
print(f"Cubic rotations: {len(cubic)}")
print(f"Rotations keeping [111]: {n_keep}; reversing it: {n_reverse}")
print(f"Smallest angle between distinct rotations: {smallest_gap:.0f} deg")
print(f"Largest disorientation in fibre scan: {scan.max():.2f} deg")
print(f"Fibre share below limit, formula: {100*pf:.2f} %")
print(f"Fibre share below limit, scan: {100*fibre_scan:.2f} %")
print(f"Limit in radians: {np.radians(LIMIT):.6f}")
print(f"Sine of limit: {np.sin(np.radians(LIMIT)):.6f}")
print(f"Random share below limit, formula: {100*pr:.3f} %")
print(f"Random share below limit, sampled: {100*random_mc[15]:.3f} %")
print(f"Random share, small-angle cubic law: {100*cubic_law:.3f} %")
print(f"Ratio fibre/random: {pf/pr:.2f}")
for theta in (30, 45, 55):
    print(f"Random share below {theta} deg: formula "
          f"{100*p_random(theta):.2f} %, sampled {100*random_mc[theta]:.2f} %")
print(f"Ni line length: {line_nm:.0f} nm; grain length: {grain_nm:.0f} nm")
print(f"Boundaries in line: {n_bound}")
for name, p in (('fibre', pf), ('random', pr)):
    mean, spread, spacing = line_statistics(p)
    print(f"Low-angle boundaries, {name}: mean {mean:.2f}, "
          f"standard deviation {spread:.2f}")
    print(f"Mean high-angle spacing, {name}: {spacing:.1f} nm")
print(f"Assumed tilt per in-plane component: {TILT:.1f} deg")
print(f"Assumed untextured grains: {100*R:.0f} %")
print(f"Assumed twin boundaries: {100*T:.0f} %")
for name, (formula, simulated) in film.items():
    print(f"Low-angle share, {name}: formula {100*formula:.2f} %, "
          f"simulated {100*simulated:.2f} %")
    print(f"  change from perfect fibre: {100*(formula-pf):.2f} points")
print(f"Low-angle boundaries in line, all three: "
      f"{n_bound*film['all three'][0]:.1f}")
print("PASS")
```

Printed output:

```
Low-angle limit: 15 deg
Cubic rotations: 24
Rotations keeping [111]: 3; reversing it: 3
Smallest angle between distinct rotations: 90 deg
Largest disorientation in fibre scan: 59.95 deg
Fibre share below limit, formula: 25.00 %
Fibre share below limit, scan: 25.00 %
Limit in radians: 0.261799
Sine of limit: 0.258819
Random share below limit, formula: 2.277 %
Random share below limit, sampled: 2.291 %
Random share, small-angle cubic law: 2.285 %
Ratio fibre/random: 10.98
Random share below 30 deg: formula 18.03 %, sampled 18.03 %
Random share below 45 deg: formula 59.81 %, sampled 59.77 %
Random share below 55 deg: formula 107.55 %, sampled 91.06 %
Ni line length: 10000 nm; grain length: 50 nm
Boundaries in line: 199
Low-angle boundaries, fibre: mean 49.75, standard deviation 6.11
Mean high-angle spacing, fibre: 66.7 nm
Low-angle boundaries, random: mean 4.53, standard deviation 2.10
Mean high-angle spacing, random: 51.2 nm
Assumed tilt per in-plane component: 3.0 deg
Assumed untextured grains: 10 %
Assumed twin boundaries: 20 %
Low-angle share, tilt only: formula 22.78 %, simulated 22.81 %
  change from perfect fibre: -2.22 points
Low-angle share, untextured grains only: formula 20.68 %, simulated 20.70 %
  change from perfect fibre: -4.32 points
Low-angle share, twins only: formula 20.00 %, simulated 20.02 %
  change from perfect fibre: -5.00 points
Low-angle share, all three: formula 15.11 %, simulated 15.12 %
  change from perfect fibre: -9.89 points
Low-angle boundaries in line, all three: 30.1
PASS
```
